# Why an s-wave tunnelling tip reads density at its centre

For a scanning tunnelling tip with an s-wave vacuum tail centred at $\mathbf r_0$, the low-bias conductance is

$$G=\frac{2e^2}{h}\,4\pi^2\left(\frac{2\pi\hbar^2}{m}\right)^2C^2D_t\,\rho_s(\mathbf r_0,E_F). \tag{1}$$

Here $C$ is the amplitude of the tip tail, $D_t$ is the number of tip states per energy and per spin at the Fermi level, and

$$\rho_s(\mathbf r,E)=\sum_s|\psi_s(\mathbf r)|^2\,\delta(E_s-E) \tag{2}$$

is the sample's local density of states per spin, with the tip absent. The density is taken at the centre of curvature of the tip, not at its apex. The derivation needs weak, elastic, spin-conserving tunnelling, a flat vacuum level and equal work functions. A spherical shape does not by itself make the tail s-wave, since a sphere also has states of higher angular momentum. The s-wave form is a separate assumption.

## The matrix element and its surface

Let the sample fill $z<0$ and let the tip lie above it. The state $\psi_s$ belongs to the sample alone and $\psi_t$ to the tip alone. Bardeen's matrix element, the starting point here, is

$$M=-\frac{\hbar^2}{2m}\int_S\mathbf F\cdot d\mathbf S,\qquad \mathbf F=\psi_t^*\nabla\psi_s-\psi_s\nabla\psi_t^*, \tag{3}$$

where $S$ separates the two bodies, lies in vacuum, and has $d\mathbf S$ pointing towards the tip. Reversing the normal changes the sign of $M$ but not the current. With the normal chosen here, $M$ is minus the coupling $\langle\psi_t|U_{\rm tip}|\psi_s\rangle$, which is negative for two positive tails. Only $|M|$ is used below.

At an energy $\phi$ below the vacuum level, the Schrödinger equation in vacuum is $-(\hbar^2/2m)\nabla^2\psi=-\phi\,\psi$, or

$$\nabla^2\psi=\kappa^2\psi,\qquad \kappa^2=\frac{2m\phi}{\hbar^2}. \tag{4}$$

Suppose for a moment that the two states have different decay constants $\kappa_s$ and $\kappa_t$. In the divergence of $\mathbf F$ the products of gradients cancel, leaving

$$\nabla\cdot\mathbf F=\psi_t^*\nabla^2\psi_s-\psi_s\nabla^2\psi_t^*=(\kappa_s^2-\kappa_t^2)\,\psi_t^*\psi_s. \tag{5}$$

For equal energies this vanishes, so $S$ may be deformed through vacuum without changing $M$. For unequal energies the integral depends on the surface. With the parameters used below and a laterally uniform sample state 0.5 eV nearer the vacuum level than the tip state, moving a flat $S$ from $z=0.10$ to 0.40 nm changes the integral by 19%. Elastic tunnelling is thus part of the result's foundation.

## From a surface integral to a point

Outside the tip body, take

$$\psi_t(\mathbf r)=C\,\frac{e^{-\kappa r}}{r},\qquad r=|\mathbf r-\mathbf r_0|, \tag{6}$$

with $C$ real. This is the decaying spherically symmetric solution of (4): with $\psi_t=u/r$, the Laplacian is $u''/r$, so $u''=\kappa^2u$ and $u=Ce^{-\kappa r}$.

The integral (3) involves $\psi_t$ on $S$ alone. We may therefore replace the true tip function inside the tip by the continuation of (6) down to $r=0$. The continuation is singular there. To find its source, integrate $\nabla^2\psi_t$ over a small sphere of radius $\epsilon$ about $\mathbf r_0$, defining the integral by the outward flux:

$$4\pi\epsilon^2\left.\frac{d\psi_t}{dr}\right|_{\epsilon}
=-4\pi C(1+\kappa\epsilon)e^{-\kappa\epsilon}\longrightarrow-4\pi C. \tag{7}$$

The integral of $\kappa^2\psi_t$ over the same sphere vanishes as $\epsilon^2$. Hence

$$(\nabla^2-\kappa^2)\psi_t=-4\pi C\,\delta(\mathbf r-\mathbf r_0). \tag{8}$$

The sample function needs no such artifice. With the tip removed, the region above $S$ is vacuum, so $\psi_s$ there is the actual tail of the bare sample and obeys (4), even at $\mathbf r_0$.

Apply Green's theorem to the whole region $\Omega$ above $S$. Its outward normal on $S$ points away from the tip, opposite to $d\mathbf S$. The far surface contributes nothing, because the tip tail decays in all directions and the sample tail is bounded sideways and decays upwards. Therefore

$$\begin{aligned}
-\int_S\mathbf F\cdot d\mathbf S
&=\int_\Omega\left(\psi_t\nabla^2\psi_s-\psi_s\nabla^2\psi_t\right)dV\\
&=\int_\Omega\left[\kappa^2\psi_t\psi_s-\kappa^2\psi_s\psi_t+4\pi C\,\psi_s\,\delta(\mathbf r-\mathbf r_0)\right]dV\\
&=4\pi C\,\psi_s(\mathbf r_0).
\end{aligned} \tag{9}$$

Substitution in (3) gives

$$M=\frac{\hbar^2}{2m}\,4\pi C\,\psi_s(\mathbf r_0)=\frac{2\pi\hbar^2}{m}\,C\,\psi_s(\mathbf r_0). \tag{10}$$

The tip acts as a point probe because its continued tail has a point source. No electron need be found at $\mathbf r_0$.

Equation (10) was tested by direct integration of (3) for a laterally modulated sample state, with the tip centre 0.60 nm above the sample edge. Flat surfaces at 0.15 and 0.30 nm and a wavy surface about 0.25 nm all reproduced (10), with a largest relative error of $3\times10^{-7}$.

## A case with a known splitting

The absolute factor in (10) can be checked where the tunnel splitting is known independently. Take two identical zero-range wells a distance $d$ apart. Each alone binds the state $c\,e^{-\kappa r}/r$. Normalization requires

$$4\pi c^2\int_0^\infty e^{-2\kappa r}dr=\frac{2\pi c^2}{\kappa}=1,\qquad c^2=\frac{\kappa}{2\pi}. \tag{11}$$

Near its centre the function is proportional to $1/r-\kappa$. A zero-range well is defined by imposing this same short-distance form on every state. For the pair, try

$$\psi_\pm\propto\frac{e^{-\kappa'r_1}}{r_1}\pm\frac{e^{-\kappa'r_2}}{r_2}.$$

As $r_1\to0$, this becomes $1/r_1-\kappa'\pm e^{-\kappa'd}/d$. Matching the constant term to $-\kappa$ gives

$$\kappa'_\pm=\kappa\pm\frac{e^{-\kappa'_\pm d}}{d}. \tag{12}$$

The energies are $-\hbar^2\kappa_\pm'^2/2m$. To leading order in the overlap, their separation is

$$\Delta E=\frac{\hbar^2}{2m}(\kappa_+'^2-\kappa_-'^2)\simeq\frac{\hbar^2}{2m}(2\kappa)\frac{2e^{-\kappa d}}{d}=\frac{2\hbar^2\kappa}{m}\frac{e^{-\kappa d}}{d}. \tag{13}$$

Two degenerate levels coupled by $M$ split by $2|M|$. Equation (10), with $C=c$ and $\psi_s(\mathbf r_0)=c\,e^{-\kappa d}/d$, gives

$$2|M|=\frac{4\pi\hbar^2}{m}\,\frac{\kappa}{2\pi}\,\frac{e^{-\kappa d}}{d},$$

which equals (13). At $d=0.60$ nm and $\phi=5$ eV, the numerical roots of (12) give 3.011 meV, as does $2|M|$.

## From the matrix element to the conductance

Raise the tip's chemical potential by $eV$, so that electrons flow into empty sample states. The golden rule gives the rate from $t$ to $s$ as $(2\pi/\hbar)|M|^2\delta(E_t-E_s)f_t(1-f_s)$. Subtracting the reverse rate leaves $f_t-f_s$. With a factor 2 for spin and $\delta(E_t-E_s)=\int dE\,\delta(E_t-E)\delta(E_s-E)$, the magnitude of the current is

$$I=\frac{4\pi e}{\hbar}\int dE\,[f(E-eV)-f(E)]\sum_{s,t}|M|^2\delta(E_s-E)\delta(E_t-E). \tag{14}$$

At low bias and temperature the double sum is nearly constant where the bracket is appreciable, and may be taken at $E_F$. The remaining integral is

$$\int dE\,[f(E-eV)-f(E)]=\int_0^{eV}du\int dE\left[-f'(E-u)\right]=eV, \tag{15}$$

because each inner integral is $f(-\infty)-f(\infty)=1$. Thus $G=I/V=(4\pi e^2/\hbar)\sum|M|^2\delta\delta$. Since $4\pi e^2/\hbar=8\pi^2e^2/h=(2e^2/h)4\pi^2$, inserting (10) gives

$$G=\frac{2e^2}{h}4\pi^2\left(\frac{2\pi\hbar^2}{m}\right)^2\left[\sum_tC_t^2\,\delta(E_t-E_F)\right]\left[\sum_s|\psi_s(\mathbf r_0)|^2\delta(E_s-E_F)\right]. \tag{16}$$

The first bracket is $C^2D_t$ when the tip states share one tail amplitude. The second is $\rho_s(\mathbf r_0,E_F)$, which proves (1). If the tip factor stays fixed during a scan, a constant-current image is a contour of $\rho_s$ traced by the tip's centre.

To leading order in the coupling, the factor $4\pi^2|M|^2\rho\rho$ is a transmission probability. For strong coupling it can exceed 1, and its error has either sign. For two unit-hopping chains joined by a hopping of 1, the exact transmission is 1, while the factor is 3.45 at an energy 0.74 from the band centre and 0.76 at an energy 1.8. It was tested on two semi-infinite chains of unit hopping joined by a hopping of 0.01, at an energy 0.7407 hopping units from the band centre. Wave matching gives a transmission of $3.4509\times10^{-4}$, and the golden rule gives $3.4514\times10^{-4}$.

## A model tip and a model metal

An absolute conductance needs $C$, $D_t$ and $\rho_s$. Model the apex atom as a spherical well of radius $R$ whose s level lies at $E_F$. Inside, $\psi=B\sin(q_wr)/r$; outside, (6) holds. Continuity of $r\psi$ and its slope at $R$ gives

$$B\sin q_wR=Ce^{-\kappa R},\qquad q_w\cot q_wR=-\kappa. \tag{17}$$

Write $\theta=q_wR$. Since $1/\sin^2\theta=1+\cot^2\theta$, (17) implies $B^2=C^2e^{-2\kappa R}(1+\kappa^2/q_w^2)$. It also gives $\sin2\theta=2\sin^2\theta\cot\theta=-2(\kappa/q_w)\sin^2\theta$. The normalization integral is then

$$\begin{aligned}
\frac1{4\pi}&=B^2\left(\frac R2-\frac{\sin2\theta}{4q_w}\right)+\frac{C^2e^{-2\kappa R}}{2\kappa}\\
&=C^2e^{-2\kappa R}\left[\left(1+\frac{\kappa^2}{q_w^2}\right)\frac R2+\frac{\kappa}{2q_w^2}+\frac1{2\kappa}\right]\\
&=C^2e^{-2\kappa R}\left(1+\frac{\kappa^2}{q_w^2}\right)\frac{1+\kappa R}{2\kappa},
\end{aligned}$$

so that

$$C^2=\frac{\kappa\,e^{2\kappa R}}{2\pi(1+\kappa R)(1+\kappa^2/q_w^2)}. \tag{18}$$

The tip body broadens the level into a Lorentzian of unit area and full width $\Gamma$. Each eigenstate of the whole tip then carries only a share of the apex level, and its $C_t^2$ is $C^2$ times that share. The first bracket in (16) is therefore $C^2$ times the Lorentzian, so $D_t$ here counts tip states weighted by their share of the apex level. At the peak, $D_t=2/(\pi\Gamma)$.

For the sample, use free electrons behind a potential step of height $E_F+\phi$. Let $k$ be the wave number normal to the surface and $k_0^2=2m(E_F+\phi)/\hbar^2$. Outside, the decay constant is $q=\sqrt{k_0^2-k^2}$. In a film of large thickness $L$ the inside wave is $\sqrt{2/L}\,\sin(kz+\delta)$. Matching its logarithmic slope at $z=0$ gives $k\cot\delta=-q$, hence $\sin^2\delta=k^2/(k^2+q^2)=k^2/k_0^2$. The density outside is $(2/L)(k^2/k_0^2)e^{-2qz}$ per unit area.

For each $k<k_F$, the in-plane motion supplies $m/(2\pi\hbar^2)$ states per area, energy and spin. The sum over $k$ becomes $(L/\pi)\int dk$, so

$$\rho_s(z,E_F)=\frac{m}{\pi^2\hbar^2}\int_0^{k_F}dk\,\frac{k^2}{k_0^2}\,e^{-2z\sqrt{k_0^2-k^2}}. \tag{19}$$

Far out, the integral comes from $k$ near $k_F$, where $q\simeq\kappa+(k_F/\kappa)(k_F-k)$. Integrating the resulting exponential gives

$$\rho_s\simeq\frac{m}{\pi^2\hbar^2}\frac{k_F\kappa}{2k_0^2}\frac{e^{-2\kappa z}}{z},\qquad -\frac{d\ln\rho_s}{dz}\simeq2\kappa+\frac1z. \tag{20}$$

The extra $1/z$ arises because states moving along the surface decay faster and drop out with height.

## Numbers for a gold-like junction

Take $E_F=5.5$ eV and $\phi=5$ eV, rough values in the regime of gold. The other inputs are $R=0.15$ nm, $\Gamma=1$ eV, a centre height $z_0=0.60$ nm, a bias of 20 mV and a temperature of 300 K. The gap is $s=z_0-R=0.45$ nm, measured from the model's barrier edge rather than from the surface nuclei.

With $\hbar^2/2m=0.0381$ eV nm², (4) gives $\kappa=\sqrt{5/0.0381}=11.46$ nm$^{-1}$. The well condition gives $q_w=14.85$ nm$^{-1}$, and (18) becomes

$$C^2=\frac{11.46\,e^{3.44}}{2\pi(2.72)(1.595)}\simeq13.1\ \text{nm}^{-1}.$$

Equation (19) gives $\rho_s(z_0)=5.82\times10^{-7}$ eV$^{-1}$ nm$^{-3}$ per spin. An explicit sum over the levels of a 4000 nm film agrees within 0.05%.

It is useful to form the width that the sample gives to the tip level,

$$\Gamma_s=2\pi\left(\frac{2\pi\hbar^2}{m}\right)^2C^2\rho_s(\mathbf r_0). \tag{21}$$

Here $2\pi\hbar^2/m=0.479$ eV nm², so $\Gamma_s=2\pi(0.479)^2(13.1)(5.82\times10^{-7})\simeq1.10\times10^{-5}$ eV. With $D_t=2/(\pi\Gamma)$, (1) reduces to

$$\frac{G}{2e^2/h}=2\pi\Gamma_sD_t=\frac{4\Gamma_s}{\Gamma}=4.4\times10^{-5}. \tag{22}$$

The conductance is 3.4 nS, and the current at 20 mV is 68 pA, or 0.068 nA.

The density at the apex is about 40 times that at the centre. This does not mean that the formula loses a factor of 40: $C^2$ contains $e^{2\kappa R}$, while $\rho_s(z_0)$ contains $e^{-2\kappa(R+s)}$. The exponentials combine to $e^{-2\kappa s}$, the expected dependence on the gap. The prefactors still depend on $R$: at a fixed gap of 0.45 nm, $C^2\rho_s$ for $R=0.30$ nm is about 0.27 of its value for $R=0.15$ nm. This compares s levels only; the larger well also binds a p level 2.6 eV above $E_F$. The computed logarithmic decay with height is 24.5 nm$^{-1}$. Equation (20) predicts $22.9+1/0.60=24.6$ nm$^{-1}$, which accounts for the excess over $2\kappa$. An approach of 0.1 nm raises the current by a factor of 11.7 for this flat barrier. The image force discussed below reduces such factors: for a planar junction closing from 0.45 to 0.35 nm, from 12.3 to about 8.

## What the centre means for an image

The distinction between centre and apex shows itself in lateral contrast. Consider one Fermi-level state at zero in-plane crystal momentum on a surface of period $a$:

$$\psi_s=e^{-\kappa z}+b\cos(gx)e^{-qz},\qquad g=\frac{2\pi}{a},\quad q=\sqrt{\kappa^2+g^2}. \tag{23}$$

Let the tip centre be at $z_0$ over a trough ($x=a/2$) and at $z_0+\Delta$ over a crest ($x=0$). Equal current requires equal $\psi_s$. Put $\beta=be^{-(q-\kappa)z_0}$. To first order in $\beta$ and $\Delta$, this condition is $1-\kappa\Delta+\beta=1-\beta$, giving

$$\Delta\simeq\frac{2b}{\kappa}e^{-(q-\kappa)z_0}. \tag{24}$$

The damping involves $z_0=R+s$. At fixed gap, a larger radius therefore blurs the image, as long as the tail remains s-wave.

Take $b=0.5$ and $z_0=0.60$ nm for both periods below. For $a=0.8$ nm, roughly the row spacing on a reconstructed gold surface, $q/\kappa=1.212$. Equation (24) gives 20.3 pm, and solving the contour condition without expansion gives 19.9 pm. Had the height of the apex, 0.45 nm, been used in (24), the answer would have been 29 pm. For $a=0.25$ nm, roughly the spacing of close-packed rows, the full contour gives 0.005 pm. This damping belongs to a zone-centre state. A zone-edge state $\cos(gx/2)$ modulates the density with the slower relative decay $2\sqrt{\kappa^2+g^2/4}-2\kappa$, which is 11.1 nm$^{-1}$ against $q-\kappa=16.2$ nm$^{-1}$ for the shorter period. With the same modulation at $z=0$ it gives about 0.1 pm, provided that an equally weighted $\sin(gx/2)$ partner does not cancel it. Here $g/2=12.6$ nm$^{-1}$ slightly exceeds $k_F=12.0$ nm$^{-1}$, so the states that matter lie near the zone edge rather than on it. Add a lattice potential $2V_g\cos gx$ with $V_g=0.3$ to 2 eV inside the step model and sum over all Fermi-level states. The modulation then decays at about 10.6 nm$^{-1}$, about 85% of it comes from $|k_x|>g/4$, and the corrugation is 0.15 to 0.17 pm when scaled to the same modulation at $z=0$. The relative density modulation that this model actually gives at $z=0$ is only 0.05 to 0.35, against the first-order value $2b=1$ for (23) used in this scaling (the full value is $2b/(1+b^2/2)=0.89$), so the unscaled corrugation is 0.008 to 0.06 pm.

A tip orbital with a lobe along $z$ changes this reading. Define its tail by differentiating (6) with respect to the height of its centre, $\psi_p=\kappa^{-1}\partial\psi_t/\partial z_0$. Since (3) is linear in the tip function and $S$ can stay fixed,

$$M_p=\frac1\kappa\frac{\partial M}{\partial z_0}=\frac{2\pi\hbar^2}{m}\frac C\kappa\frac{\partial\psi_s(\mathbf r_0)}{\partial z_0}. \tag{25}$$

Such a tip measures the squared slope of the sample states. In (23) it multiplies the modulated part by $q/\kappa$ relative to the uniform part. With $b$ and $z_0$ unchanged, the corrugation rises to 24.1 pm for the longer period and 0.013 pm for the shorter.

## Limits of the absolute current

At 20 mV, averaging $\rho_s$ over the bias window raises it by 1.4% relative to its Fermi-level value. Over a 1 V window the mean is 2.2 times that value. These figures hold the barrier and the tip factor fixed, and they are not the change in $I/V$. The bias also raises the barrier by up to $eV$ on the tip side, which offsets most of the rise. For a planar junction of two such metals the current is odd in $V$, so $I/V$ has no first-order term, and at 1 V it exceeds its low-bias value by only 4 to 7% for widths of 0.45 to 0.60 nm. In the present model (1) fails at 1 V mainly through the tip: the Lorentzian averaged evenly over that window is $\tfrac12\arctan 2=0.55$ of its peak. Weighted by the transmission of a tilted planar barrier 0.45 nm wide, which favours the top of the window, the factor is 0.63 when the tip emits and 0.48 when the sample emits. Thermal averaging at 300 K raises $G$ by 0.2% with the tip factor fixed, but averaging the Lorentzian lowers it by 0.85%, for a net fall of about 0.6%.

Repeated tunnelling is smaller still. A level driven from the tip body at resonance responds with its total width $\Gamma+\Gamma_s$, so its squared amplitude is $[\Gamma/(\Gamma+\Gamma_s)]^2$ times that for the isolated tip. This replaces (22) by $4\Gamma\Gamma_s/(\Gamma+\Gamma_s)^2$, a reduction of 0.002%.

The image force is far more serious. For an electron midway between parallel metal plates a distance $s$ apart, images of alternating sign lie at distances $ns$ on both sides. Including the factor one half for induced charge, the energy is

$$U=-\frac{e^2}{4\pi\varepsilon_0s}\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}n=-\frac{e^2\ln2}{4\pi\varepsilon_0s}. \tag{26}$$

At $s=0.45$ nm the lowering is 2.2 eV. If the whole barrier were lowered by this amount, $e^{-2\kappa s}$ would be about 14 times larger. This figure understates the classical effect, because the mid-gap lowering is the smallest in the gap and the lowering grows towards each surface, narrowing the barrier. With image planes at the barrier edges and the potential cut off at the band bottom, the conductance of a planar junction, summed over parallel momenta, rises by a factor of roughly 180 for plates (about 160 at normal incidence). With the somewhat weaker on-axis potential of a 0.15 nm sphere above a plane, taken as laterally uniform, the factor is roughly 130 (about 110 at normal incidence). These factors depend strongly on where the image planes are placed: moving both planes 0.05 nm into the metals reduces the plate factor to about 23, and moving them 0.05 nm out into the gap raises it to about 1500. They also depend on the cut-off: stopping the potential at $E_F$ instead of at the band bottom reduces the plate factor from 180 to about 58. A position-dependent barrier also breaks the constant-$\kappa$ equation on which (10) rests.

A current of tens of picoamperes at tens of millivolts is an ordinary operating condition for a real microscope, but the agreement in scale does not validate the model. Real gold has d electrons, surface states and an atomic lattice that (19) omits, and the chosen $\Gamma$ enters the current inversely. Atomic rows on close-packed gold can be imaged with corrugations of roughly 10 pm, far above the 0.005 pm found here. The p-type tip recovers a factor of only 2.4, and a $d_{z^2}$ tip, whose tail follows from (6) by $\partial^2/\partial z_0^2-\kappa^2/3$ and multiplies the modulated part by $(3q^2/\kappa^2-1)/2=8.2$, gives 0.044 pm, so the single state (23) with its chosen $b$ cannot describe that contrast at this gap. To reach 10 pm it would need a centre height below $R$ for the s tip, and gaps of only about 0.03 and 0.11 nm for the $p_z$ and $d_{z^2}$ tips. Other sample states, tip $d_{z^2}$ states, smaller gaps and forces between tip and surface are possible contributors, not worked out here for gold. At a given gap, the absolute current should be trusted to no better than two to three orders of magnitude.

## Calculated quantities

```
Fermi energy above band bottom: 5.50 eV
work function: 5.00 eV
tip radius R: 0.15 nm
centre height z0: 0.60 nm
gap z0 - R: 0.45 nm
tip level width: 1.00 eV
bias: 20 mV; temperature: 300 K
hbar^2/2m: 0.03810 eV nm^2
kappa: 11.456 1/nm
k_F: 12.015 1/nm; k0: 16.601 1/nm
well wave number q_w: 14.852 1/nm
tip tail C^2: 13.072 1/nm
tip density D_t: 0.6366 1/eV per spin
Bardeen/formula, largest error on 3 surfaces: 2.8e-07
energy mismatch tried: 0.50 eV
change of M between planes 0.10 and 0.40 nm: 19.3 %
two-well splitting, exact: 3.0113 meV
two-well splitting, 2|M|: 3.0113 meV
weak-link transmission, exact: 3.45090e-04
weak-link transmission, golden rule: 3.45144e-04
rho_s at centre: 5.8167e-07 1/(eV nm^3) per spin
rho_s at centre, sum over film levels: 5.8191e-07 1/(eV nm^3)
rho_s at apex: 2.3575e-05 1/(eV nm^3) per spin
apex/centre density ratio: 40.5
level width due to sample: 1.0951e-05 eV
G/(2e^2/h): 4.3805e-05
conductance: 3.394 nS
current: 67.88 pA = 0.0679 nA
2 kappa: 22.91 1/nm
-d ln G/dz0: 24.49 1/nm
current ratio for 0.1 nm approach: 11.72
lateral amplitude at z=0: 0.50
period 0.80 nm: q/kappa = 1.212
  corrugation, s tip: 19.9278 pm
  corrugation, p_z tip: 24.1207 pm
period 0.25 nm: q/kappa = 2.411
  corrugation, s tip: 0.0054 pm
  corrugation, p_z tip: 0.0129 pm
mean/Fermi-level rho_s over 20 mV window: 1.0141
mean/Fermi-level rho_s over 1 V window: 2.236
thermal change of G: 0.226 %
repeated-tunnelling reduction of G: 0.0022 %
mid-gap image lowering, parallel plates: 2.22 eV
current factor from that lowering: 13.7
```
